# Valence shear deformation potential in the nearest-neighbour sp3 model of diamond crystals

## Question

I am working with the orthogonal nearest-neighbour sp3 model of a diamond crystal. The exercise applies a traceless tetragonal strain $e=\mathrm{diag}(e_x,e_x,e_z)$ with $2e_x+e_z=0$, and asks me to show that the valence shear deformation potential is

$$b=-\tfrac23 V_{xy},$$

whatever power of the bond length the two-centre integrals follow. It then asks for a comparison with silicon and germanium.

I expected Harrison's $d^{-2}$ scaling to supply the whole strain dependence, so I don't see how the exponent can disappear. I am also unsure of the sign of $b$ and of the factors of 4 in $V_{xy}$. And if the exponent doesn't matter, should I trust the number that comes out?

## Answer

The exponent disappears because this strain turns the bonds without stretching them, to first order. That does not make the number accurate: the model gives too large a $|b|$ for both materials.

### Conventions

Write $V_\sigma=V_{pp\sigma}$ and $V_\pi=V_{pp\pi}$. The factors of 4 come from summing over the four bonds of an atom:

$$V_{xx}=\tfrac43(V_\sigma+2V_\pi),\qquad V_{xy}=\tfrac43(V_\sigma-V_\pi).$$

I take $V_{xx}>0$ and keep the on-site energies fixed under strain. Energies are electron energies, and spin-orbit coupling comes later. For the sign of $b$ I use

$$H_e=-3b\sum_i\left(L_i^2-\tfrac13L^2\right)e_i,\qquad L=1,\quad L^2=2 .$$

In the orbital $|p_x\rangle$, $L_x^2=0$ and $L_y^2=L_z^2=1$. Its energy is therefore

$$-3b\left[-\tfrac23e_x+\tfrac13e_y+\tfrac13e_z\right]=-3b\left[-e_x+\tfrac13(e_x+e_y+e_z)\right]=3b\,e_x ,$$

because the trace vanishes. The same holds for the other orbitals, so the task is to find $\delta E_i=3b\,e_i$.

### What happens to a bond

The unstrained bonds from one atom are $d_0(s_x,s_y,s_z)/\sqrt3$, with $s_i=\pm1$ and $s_xs_ys_z=1$. Strain multiplies component $i$ by $1+e_i$, so the new length $d$ obeys

$$\lambda^2\equiv\frac{d^2}{d_0^2}=\frac13\sum_i(1+e_i)^2=1+\frac23\sum_ie_i+\frac13\sum_ie_i^2 .$$

The linear term is proportional to the trace and vanishes. An integral $V\propto d^{-n}$ thus has no first-order change, and $\sigma$ and $\pi$ may even have different exponents. The direction cosines do change:

$$n_i^2=\frac{(1+e_i)^2}{3\lambda^2}\simeq\frac13(1+2e_i).$$

No internal displacement has to be added. The strained crystal keeps twofold rotation axes along $x$, $y$ and $z$ through each atom, and no nonzero force vector is invariant under all three rotations.

### The valence top at $\Gamma$

At $k=0$ the coupling between sublattices is a plain sum over bonds. One bond couples $p_i$ to $p_j$ by $V_\pi\delta_{ij}+(V_\sigma-V_\pi)n_in_j$.

- The $s$–$p_i$ sum is proportional to $\sum s_i=0$.
- The $p_i$–$p_j$ sum with $i\ne j$ is proportional to $\sum s_is_j=\sum s_k=0$, where $k$ is the third axis.
- The diagonal sum is $H_{ii}=4[V_\pi+n_i^2(V_\sigma-V_\pi)]$.

The first two vanish in the strained crystal as well, since strain changes only the magnitudes of the components, equally for all four bonds. Without strain $H_{ii}=V_{xx}$. With strain,

$$\delta H_{ii}=4\cdot\tfrac23e_i(V_\sigma-V_\pi)=2V_{xy}e_i .$$

Each $p_i$ on atom A couples only to $p_i$ on atom B, so the energies are $E_p\pm H_{ii}$. The lower one, with the combination $(p_A-p_B)/\sqrt2$, is the valence top $\Gamma_{25'}$. Hence

$$\delta E_i=-2V_{xy}e_i=3b\,e_i\quad\Longrightarrow\quad b=-\frac23V_{xy}=-\frac89(V_\sigma-V_\pi).$$

For $V_\sigma>V_\pi$ this is negative. If $e_z>0$, the $x,y$ doublet rises and the $z$ orbital falls.

### Where the exponent comes back

Under hydrostatic strain, $e_i=e$, the bonds stretch but do not turn. With a common exponent $E_v=E_p-V_{xx}(1+e)^{-n}$, so

$$\frac{dE_v}{d(\mathrm{tr}\,e)}=\frac{nV_{xx}}3 .$$

The exponent also enters at second order in the traceless strain. Since $\sum_in_i^2=1$, for a common exponent the average of the three $H_{ii}$ is $V_{xx}\lambda^{-n}$ (with unequal exponents the shift can have either sign), and the average level moves up by

$$V_{xx}(1-\lambda^{-n})\simeq \frac{nV_{xx}}6\sum_ie_i^2 .$$

### Getting $V_{xy}$ from band energies

At $\Gamma$, $\Gamma_{15}-\Gamma_{25'}=2V_{xx}$. At $X$, $k=(2\pi/a)(1,0,0)$, each bond carries the phase $i\,s_x$. The diagonal $p$ sums vanish because $\sum s_x=0$, while the $p_y$–$p_z$ sum becomes

$$i\sum s_x\,\frac{s_ys_z}3(V_\sigma-V_\pi)=iV_{xy}.$$

Couplings of $p_y$ and $p_z$ to $s$ and $p_x$ cancel by the same sign rules. The upper valence pair $X_4$ is thus at $E_p-V_{xy}$, and $\Gamma_{25'}-X_4=V_{xy}-V_{xx}$. Therefore

$$b=-\frac23\left[(\Gamma_{25'}-X_4)+\tfrac12(\Gamma_{15}-\Gamma_{25'})\right].$$

### Silicon and germanium

All material inputs here are rough; published values of $b$ for germanium alone differ by several tenths of an eV. For germanium I take 3.2 eV for both level separations:

$$V_{xx}=1.6\ \text{eV},\qquad V_{xy}=3.2+1.6=4.8\ \text{eV},\qquad b=-3.2\ \text{eV}.$$

For silicon, $\Gamma_{15}-\Gamma_{25'}=3.4$ eV and $\Gamma_{25'}-X_4=2.9$ eV give $V_{xy}=2.9+1.7=4.6$ eV and $b=-3.1$ eV.

Harrison's universal coefficients offer a second estimate: $V_\sigma=2.22\,\hbar^2/(md^2)$ and $V_\pi=-0.63\,\hbar^2/(md^2)$, so

$$b=-\frac89(2.22+0.63)\frac{\hbar^2}{md^2}=-2.53\,\frac{\hbar^2}{md^2}.$$

These coefficients are one of two sets in common use. The older set, 3.24 and −0.81, gives $b=-3.60\,\hbar^2/(md^2)$, or about −5.0 eV for silicon and −4.6 eV for germanium, so this estimate depends strongly on the set. The table uses the first set.

| | Si | Ge |
|---|---|---|
| $b$ from levels (eV) | −3.1 | −3.2 |
| $b$ from Harrison (eV) | −3.5 | −3.2 |
| rough measured $b$ (eV) | −2.2 | −2.5 |

Relative to the rough measured sizes, the level estimate is too large by factors of about 1.4 for silicon and 1.3 for germanium. The Harrison estimate is too large by about 1.6 and 1.3.

Note the two roles of bond length. The exponent is absent from the strain derivative, but $V_{xy}$ itself still varies as $d^{-2}$ from one material to the next in Harrison's scheme. That makes $|b|$ smaller in germanium, whereas the rough measured values have the opposite order. Their difference is too small, for values this rough, to carry much weight.

### Germanium at one per cent strain

Take $e_z=1\%$ and $e_x=e_y=-0.5\%$, and define

$$\eta=b(e_x-e_z)=(-3.2\ \text{eV})(-0.015)=48\ \text{meV}.$$

Since $e_x-e_z=3e_x$, the doublet moves by $3be_x=\eta=48$ meV and the $z$ orbital by $-2\eta=-96$ meV. The linear splitting is 144 meV. Diagonalizing the strained model gives 144.35, 144.35 and 144.34 meV for exponents 0, 2 and 4. The average level rises by 0, 0.08 and 0.16 meV, as the second-order formula predicts.

Spin-orbit coupling changes the splitting much more. Let $\Delta$ be the spin-orbit splitting and $|+\rangle=(|p_x\rangle+i|p_y\rangle)/\sqrt2$ the $L_z=1$ combination of $p_x$ and $p_y$. The strain energy is $\eta$ in $|+\rangle$ and $-2\eta$ in $|z\rangle$. The heavy hole $|{+}\uparrow\rangle$ lies at $\Delta/3+\eta$. The light hole and the split-off state are

$$|l\rangle=\sqrt{\tfrac23}|z\uparrow\rangle-\sqrt{\tfrac13}|{+}\downarrow\rangle,\qquad |so\rangle=\sqrt{\tfrac13}|z\uparrow\rangle+\sqrt{\tfrac23}|{+}\downarrow\rangle .$$

Their strain matrix elements are

$$\langle l|H_e|l\rangle=\tfrac23(-2\eta)+\tfrac13\eta=-\eta,\qquad \langle so|H_e|so\rangle=\tfrac13(-2\eta)+\tfrac23\eta=0,$$

$$\langle l|H_e|so\rangle=\tfrac{\sqrt2}3(-2\eta)-\tfrac{\sqrt2}3\eta=-\sqrt2\,\eta .$$

Adding the spin-orbit energies $\Delta/3$ and $-2\Delta/3$ and taking the upper root of the $2\times2$ matrix gives

$$E_{hh}-E_{lh}=\frac{\Delta+3\eta}2-\frac12\sqrt{(\Delta-\eta)^2+8\eta^2}.$$

For $0<\eta\ll\Delta$ this is $2\eta-2\eta^2/\Delta$. For $\Delta\ll\eta$ it tends to $2\Delta/3$, because without spin-orbit coupling the two upper states are the degenerate $x,y$ doublet. With a rough $\Delta=300$ meV,

$$E_{hh}-E_{lh}=222-\tfrac12\sqrt{252^2+8\cdot48^2}=222-143=79\ \text{meV},$$

against the linear value $2\eta=96$ meV.

**A real film.** A germanium film compressed in the (001) plane has the same shear when $e_z-e_\parallel=1.5\%$. With a free surface $e_z=-2(C_{12}/C_{11})e_\parallel$, and a rough $C_{12}/C_{11}=0.37$ gives $e_\parallel=-1.5\%/1.74=-0.86\%$. The trace is then $-1.09\%$, which in this model shifts the average valence level by about −12 meV for $n=2$ and −23 meV for $n=4$. To first order this shift is common to the three orbitals; what remains changes the heavy–light splitting by only about 1 meV in this model. The error in $b$ matters more for the splitting: the rough measured value gives 65 meV instead of 79 meV. In either case the heavy hole is on top at zone centre, because $\eta>0$. Both splittings also exceed the thermal energy of 26 meV at 300 K. If the film partly relaxes, its actual strain must be used.

### What the model leaves out

**On-site splitting.** Strain may also shift the energy of $p_i$ on each atom by $De_i$. Then $\delta E_i=(D-2V_{xy})e_i$, so $b$ gains $D/3$. Reaching −2.5 eV in germanium needs $D=3(3.2-2.5)=2.1$ eV. This is the size required if nothing else is missing, not a calculated value of $D$.

**d orbitals.** At $\Gamma$, $p_x$ couples to $d_{yz}$ through

$$\sum n_xn_yn_z\left(\sqrt3V_{pd\sigma}-2V_{pd\pi}\right).$$

The product $n_xn_yn_z$ changes by a factor $\prod_i(1+e_i)/\lambda^3$, which is 1 to first order for zero trace. At fixed $p$–$p$ integrals the admixture therefore dilutes the $p$ response. If the valence top has $p$ weight $w_p$ and $d$ weight $w_d$, first-order perturbation theory gives

$$b=w_p\left(-\tfrac23V_{xy}\right)+w_d\,b_d ,$$

where $b_d$ is the response of the $d$–$d$ coupling. As an illustration I kept the germanium $p$–$p$ integrals and added round $d$ parameters: $E_d=14$ eV on the scale where $E_p=1.6$ eV, $V_{pd\sigma}=-2$, $V_{pd\pi}=2$, $V_{dd\sigma}=-1$, $V_{dd\pi}=2$ and $V_{dd\delta}=-2$ eV. The result is $w_p=0.844$, $w_d=0.156$ and $b_d=0.30$ eV, so

$$b=0.844(-3.20)+0.156(0.30)=-2.65\ \text{eV}.$$

At fixed $p$–$p$ integrals these $d$ couplings lower $|b|$ by about 0.55 eV, but this does not explain the excess over the measured value. With those integrals held fixed, $\Gamma_{25'}-X_4$ fell from 3.2 to 0.8 eV, so the bands no longer resemble the input. Refitting $V_\sigma$ and $V_\pi$ to bring both level separations back to 3.2 eV requires about 3.85 and −1.41 eV. The larger $V_{xy}$ then outweighs the dilution and gives $b=-3.88$ eV, further from the measured value than the sp3 result. For these couplings, then, $d$ orbitals raise $|b|$ once the two level separations are kept in place. This holds within the orthogonal nearest-neighbour model, with $E_p$ and $E_d$ fixed and no strain splitting of the on-site levels. It does not show how $d$ character affects $b$ in the real crystal. The band-energy formula also fails here: applied to the levels of the extended model before refitting, it gives −1.74 eV, while the model's own strain response is −2.65 eV.

So $b=-2V_{xy}/3$ is a sound first-order result within the sp3 model with fixed on-site energies. Using it to obtain $b$ from measured band energies assumes, in addition, that those bands are described by that model.

## Table of computed values

```
Harrison coefficients pp-sigma, pp-pi: 2.22, -0.63
hbar^2/m = 0.07620 eV nm^2
Si rough inputs: G15-G25' 3.4 eV, G25'-X4 2.9 eV, a 0.543 nm
Si from levels: Vxx 1.70, Vxy 4.60, pp-sigma 2.725, pp-pi -0.725 eV
Si b from levels -3.07 eV; rough measured b -2.2 eV; ratio 1.39
Si Harrison: d 0.2351 nm, hbar^2/(m d^2) 1.378 eV, Vxy 5.24 eV, b -3.49 eV, ratio 1.59
Ge rough inputs: G15-G25' 3.2 eV, G25'-X4 3.2 eV, a 0.566 nm
Ge from levels: Vxx 1.60, Vxy 4.80, pp-sigma 2.800, pp-pi -0.800 eV
Ge b from levels -3.20 eV; rough measured b -2.5 eV; ratio 1.28
Ge Harrison: d 0.2451 nm, hbar^2/(m d^2) 1.269 eV, Vxy 4.82 eV, b -3.21 eV, ratio 1.29
Ge b by diagonalization, exponents all 0: -3.20000 eV
Ge b by diagonalization, exponents all 2: -3.20000 eV
Ge b by diagonalization, exponents all 4: -3.20000 eV
Ge b by diagonalization, exponents unequal: -3.20000 eV
Ge hydrostatic slope dEv/d(trace), exponent 2: 1.067 eV
Ge hydrostatic slope dEv/d(trace), exponent 4: 2.133 eV
Ge strain: ez 1.00 %, ex = ey -0.50 %
linear shifts: xy doublet 48.00 meV, z singlet -96.00 meV, splitting 144.00 meV
diagonalized, exponent 0: splitting 144.353 meV, mean shift 0.000 meV
diagonalized, exponent 2: splitting 144.346 meV, mean shift 0.080 meV
diagonalized, exponent 4: splitting 144.338 meV, mean shift 0.160 meV
rough spin-orbit splitting 0.3 eV; eta 48.00 meV
HH-LH: linear 96.00, 2x2 formula 78.88, full matrix 79.02 meV
HH-LH with the rough measured b, 2x2 formula: 64.7 meV
thermal energy at 300 K: 25.85 meV
film: rough C12/C11 0.37, in-plane -0.862 %, normal 0.638 %, trace -1.086 %
film, exponent 2: orbital splitting 145.93 meV, mean shift -11.57 meV
film, exponent 4: orbital splitting 146.98 meV, mean shift -23.22 meV
on-site term D that gives the rough measured b: 2.10 eV (b then -2.500 eV)
d model inputs: Ed 14, pd-sigma -2, pd-pi 2 eV
d model inputs: dd-sigma -1, dd-pi 2, dd-delta -2 eV
d model: p weight 0.844, d weight 0.156, pure-d term 0.296 eV
d model: true b -2.654 eV, against -3.200 eV without d
d model levels: G15-G25' 3.60 eV, G25'-X4 0.80 eV
d model: b that the sp3 band-level rule would infer: -1.738 eV
```
